# Level probabilities of two independent traps with equal current steps, part 1

(Sections cited here and not found follow in the second part.)

## 1. A square root hidden in three levels

Two oxide traps switch a transistor current between three levels. The levels have probabilities 0.16667, 0.58333 and 0.25000. The square of the middle one is 0.34028, and four times the product of the outer ones is 0.16667. The difference is 0.17361, and its square root is 0.41667. One trap is filled for 1/3 of the time and the other for 3/4 of the time, and these fractions differ by 5/12, which is again 0.41667.

The three probabilities thus contain the difference between the two occupations, although the record never shows which trap has switched. The difference enters as a square, and a square of a real number cannot be negative. That is the origin of the inequality

\[
P_1^2\ge 4P_0P_2 .
\]

## 2. Traps, levels and occupations

Let \(n_A\) and \(n_B\) be the numbers of electrons in traps A and B, each either 0 or 1. A filled trap lowers the drain current by a step \(\delta\), the same for both traps, so the current is

\[
I=I_0-\delta N,\qquad N=n_A+n_B .
\]

The level with \(N\) filled traps has probability \(P_N\). Two different states share the middle level: only A filled, and only B filled. With equal steps the current does not distinguish them.

The occupations are the means \(p=\langle n_A\rangle\) and \(q=\langle n_B\rangle\). They follow from the switching times. Let the capture time \(\tau_c\) be the mean time an empty trap waits before it captures an electron, and the emission time \(\tau_e\) the mean time a filled trap waits before it releases one. In a stationary state captures and emissions are equally frequent:

\[
\frac{1-p}{\tau_c}=\frac{p}{\tau_e}.
\]

Multiplying by \(\tau_c\tau_e\) gives \((1-p)\tau_e=p\,\tau_c\), and therefore

\[
p=\frac{\tau_e}{\tau_c+\tau_e}.
\]

In the example trap A has \(\tau_c=20\) ms and \(\tau_e=10\) ms, so \(p=10/30=1/3\). Trap B has \(\tau_c=5\) ms and \(\tau_e=15\) ms, so \(q=15/20=3/4\).

## 3. The three probabilities

The traps are assumed independent: at any one instant, the probability of a joint state is the product of the probabilities for the single traps. Write \(w_0\) for both empty, \(w_A\) for only A filled, \(w_B\) for only B filled, and \(w_{AB}\) for both filled. Then

\[
\begin{aligned}
w_0&=(1-p)(1-q), & w_A&=p(1-q),\\
w_B&=q(1-p), & w_{AB}&=pq .
\end{aligned}
\]

This product is consistent with the switching dynamics. From the balance above, \(p/\tau_{e}=(1-p)/\tau_{c}\) for trap A. Multiplying by \(1-q\) shows that transitions between "both empty" and "only A filled" balance; multiplying by \(q\) shows the same for transitions of A while B is filled. The argument for B is identical. Every pair of opposite transitions balances, so the product distribution is stationary.

Adding the two states of the middle level gives

\[
P_0=w_0,\qquad P_1=w_A+w_B,\qquad P_2=w_{AB}.
\]

For the example, \(w_A=\tfrac13\cdot\tfrac14=\tfrac1{12}\) and \(w_B=\tfrac34\cdot\tfrac23=\tfrac12\), so \(P_1=\tfrac7{12}\). The outer levels have \(P_0=\tfrac23\cdot\tfrac14=\tfrac16\) and \(P_2=\tfrac13\cdot\tfrac34=\tfrac14\). The sum is one.

## 4. Proof of the inequality

Independence ties the outer levels to the hidden parts of the middle level. Reordering factors,

\[
P_0P_2=(1-p)(1-q)\,pq=\big[p(1-q)\big]\big[q(1-p)\big]=w_Aw_B .
\]

Define the discriminant \(D=P_1^2-4P_0P_2\). Then

\[
\begin{aligned}
D&=(w_A+w_B)^2-4w_Aw_B\\
&=w_A^2+2w_Aw_B+w_B^2-4w_Aw_B\\
&=(w_A-w_B)^2 .
\end{aligned}
\]

The difference inside the square is

\[
w_A-w_B=p-pq-q+pq=p-q .
\]

Hence

\[
\boxed{P_1^2-4P_0P_2=(p-q)^2\ge0.}
\]

The right side vanishes if and only if \(p=q\), which settles the case of equality. Nothing was divided by, so the result includes traps that are always empty or always filled. If both are always empty, \(P_0=1\) and \(D=0\). If one is always empty and the other always filled, \(P_1=1\) and \(D=1\), the largest possible value.

Solving the rate equations of the four joint states for 200 random sets of capture and emission times, without assuming the product form, gave \(D=(p-q)^2\) within \(10^{-11}\) each time.

Equality concerns occupations and not rates. Take one trap with \(\tau_c=20\) ms and \(\tau_e=10\) ms, and another with 10 ms and 5 ms. The second switches twice as fast, but both are filled for 1/3 of the time. The levels have probabilities 4/9, 4/9 and 1/9, and \(P_1^2=16/81=4P_0P_2\).

## 5. Difference and ratio

When neither outer level has zero probability, the inequality can be written as a bound on a ratio,

\[
R=\frac{P_1^2}{4P_0P_2}\ge1 .
\]

In the example \(R=0.34028/0.16667=2.04\). The two forms express the same bound but measure the distance from equality differently. With the odds \(x=p/(1-p)\) and \(y=q/(1-q)\), dividing all level probabilities by \(P_0\) gives \(P_1/P_0=x+y\) and \(P_2/P_0=xy\), so that

\[
R=\frac{(x+y)^2}{4xy}.
\]

The ratio depends on the odds only through \(x/y\), whereas \(D\) measures the absolute difference of occupations. For two rarely filled traps with \(p=0.01\) and \(q=0.02\), \(D\) is only \(10^{-4}\), but \(R\) is about 1.13. A small \(D\) therefore need not mean that the traps have similar odds.

## 6. Recovering the occupations

The mean number of filled traps is

\[
m=\langle N\rangle=P_1+2P_2 .
\]

Normalization allows \(D\) to be written with \(m\). Substituting \(P_0=1-P_1-P_2\),

\[
\begin{aligned}
D&=P_1^2-4P_2(1-P_1-P_2)\\
&=P_1^2+4P_1P_2+4P_2^2-4P_2\\
&=m^2-4P_2 .
\end{aligned}
\]

This step uses no independence. For independent traps, \(m=p+q\) and \(P_2=pq\), so the occupations are the two solutions of

\[
u^2-mu+P_2=0,\qquad
u_\pm=\frac{m\pm\sqrt D}{2}.
\]

In the example \(m=0.58333+0.50000=1.08333\), and

\[
u_\pm=\frac{1.08333\pm0.41667}{2}=0.75000,\ 0.33333 .
\]

The pair is recovered, but not its labels: exchanging \(p\) and \(q\) leaves all three probabilities unchanged. To decide which occupation belongs to the faster trap one needs the times of the transitions.

The converse also holds: any three level probabilities with \(D\ge0\) can be produced by some pair of independent traps. To prove it, put \(h(u)=u^2-mu+P_2\). Its roots are real when \(D\ge0\). At the ends of the unit interval,

\[
h(0)=P_2\ge0,\qquad h(1)=1-P_1-2P_2+P_2=P_0\ge0 .
\]

The minimum lies at \(m/2\), which is between 0 and 1 because \(0\le m\le2\). A parabola that opens upward, has its minimum inside the interval and is not negative at either end has both its real roots in the interval. These roots are therefore valid occupations. Their product is \(P_2\), and their sum minus twice their product is \(m-2P_2=P_1\), as required.

The inequality is thus the full condition that independence places on three level probabilities. It also follows that a record satisfying it does not prove independence: some independent pair would give the same probabilities, but the actual traps may be a different, correlated pair.

## 7. The bound as a limit on the current variance

Since \(N^2\) equals 1 in the middle level and 4 in the doubly filled level,

\[
\operatorname{Var}N=P_1+4P_2-m^2=m+2P_2-m^2 .
\]

Using \(2P_2=(m^2-D)/2\),

\[
\operatorname{Var}N=m-\frac{m^2}{2}-\frac D2
=2\,\frac m2\left(1-\frac m2\right)-\frac D2 .
\]

The first term is the variance for two independent traps that both have occupation \(m/2\). At fixed mean current, \(D\ge0\) says that the variance cannot exceed this value. Making the occupations unequal at fixed mean reduces the variance. With \(p=m/2+h\) and \(q=m/2-h\), the sum of the two single-trap variances is \(p(1-p)+q(1-q)=m-m^2/2-2h^2\). One trap may fluctuate more than before, but the other then fluctuates less by a larger amount. In the extreme case of one always filled and one always empty trap, \(m=1\), \(D=1\), and the variance is zero.

A violation of the inequality therefore means that the traps are filled together and empty together too often. The current variance, which is \(\delta^2\operatorname{Var}N\), is then larger than any independent pair with the same mean could give.

## 8. Traps that are not independent

Now drop independence and let

\[
c=\langle n_An_B\rangle-pq
\]

be the covariance of the occupations at one instant. The mean is still \(m=p+q\), while \(P_2=\langle n_An_B\rangle=pq+c\). Inserting both in \(D=m^2-4P_2\) gives

\[
D=(p+q)^2-4pq-4c=(p-q)^2-4c .
\]

The inequality holds if and only if

\[
c\le\frac{(p-q)^2}{4}.
\]

Negative covariance, in which one filled trap makes the other less likely to be filled, raises \(D\). Positive covariance lowers it, but unequal occupations leave a margin. For \(p=1/3\) and \(q=3/4\), the margin is \(c=0.17361/4=0.0434\). The largest covariance these occupations allow occurs when B is filled whenever A is filled: then \(\langle n_An_B\rangle=1/3\) and \(c=1/3-1/4=0.0833\). About half of the possible range of positive covariance thus goes unnoticed by the inequality. For equal occupations there is no margin, and any positive covariance violates it.

## 9. A shared environment

Traps need not act on each other to be correlated. Suppose that a slow quantity \(\xi\), such as a drifting electrostatic potential, changes both occupations. At fixed \(\xi\) the traps are independent, with occupations \(p(\xi)\) and \(q(\xi)\). An overline denotes the average over \(\xi\) during a record much longer than the drift. The joint average is \(\overline{p(\xi)q(\xi)}\), so

\[
c=\overline{p(\xi)q(\xi)}-\overline{p(\xi)}\;\overline{q(\xi)} .
\]

If the two traps respond identically, \(p(\xi)=q(\xi)\), their mean occupations are equal and \(c\) is the variance of \(p(\xi)\). Then

\[
D=-4\left[\overline{p(\xi)^2}-\overline{p(\xi)}^{\,2}\right]\le0 .
\]

At every fixed \(\xi\) equality holds, but the averaged probabilities violate the inequality as soon as the occupation fluctuates. This happens even when the fluctuation of \(\xi\) is itself a stationary random process. Fixed capture and emission times, with no fluctuation shared by the two traps, are therefore part of the statement.

## 10. Steps of opposite sign

Equal steps here means equal in size and in sign. If a filled trap B raised the current by \(\delta\) instead of lowering it, the middle level would contain both traps empty and both filled. This is the original problem with the roles of "filled" and "empty" exchanged for B, so \(q\) is replaced by \(1-q\):

\[
P_{\rm mid}^2-4P_{\rm low}P_{\rm high}=\big[p-(1-q)\big]^2=(p+q-1)^2 .
\]

The inequality survives, but equality now requires \(p+q=1\). The sign of the steps must be known before equality is read as equal occupations.

# Part II. Energies, finite records and real devices

## 11. Results carried over

Traps A and B have occupations \(p\) and \(q\), and \(P_N\) is the probability that \(N\) of them are filled. With \(m=P_1+2P_2\) and \(c\) the covariance of the occupations,

\[
D=P_1^2-4P_0P_2=m^2-4P_2=(p-q)^2-4c .
\]

Independence means \(c=0\). The odds are \(x=p/(1-p)\) and \(y=q/(1-q)\), and the ratio \(R=P_1^2/(4P_0P_2)\) equals \((x+y)^2/(4xy)\) for independent traps. The example has \(p=1/3\), \(q=3/4\), \(D=0.1736\) and \(R=2.04\). Capture and emission times are \(\tau_c\) and \(\tau_e\). The temperature is 300 K, where the thermal energy is \(kT=0.02585\) eV. The pair \(kT\) always means this energy; standing alone, \(k\) is a wave number in Section 14 and \(T\) is the length of a record in Section 15.

## 12. The ratio measures a level difference

Let both traps be in equilibrium with the channel electrons, which have one Fermi level. The occupation of trap A is

\[
p=\frac1{1+e^{E_A/kT}},\qquad x=e^{-E_A/kT},
\]

where \(E_A\) is the effective trap level measured from the Fermi level. It is a free energy and includes the degeneracy of the trap states. Since \(x=\tau_e/\tau_c\), it follows that \(E_A=kT\ln(\tau_c/\tau_e)\). The example gives \(E_A=kT\ln2=0.0179\) eV and \(E_B=-kT\ln3=-0.0284\) eV.

With \(\Delta=E_A-E_B\), the odds obey \(x/y=e^{-\Delta/kT}\), and

\[
\begin{aligned}
R&=\frac14\left(\frac xy+2+\frac yx\right)
=\left[\frac{e^{\Delta/2kT}+e^{-\Delta/2kT}}2\right]^2\\
&=\cosh^2\frac{\Delta}{2kT}.
\end{aligned}
\]

For \(\Delta=0.0463\) eV the argument is 0.896, and the squared hyperbolic cosine is 2.04, as found from the levels. For \(|\Delta|\ll kT\) the ratio is close to \(1+(\Delta/2kT)^2\); for \(|\Delta|\gg kT\) it approaches \(e^{|\Delta|/kT}/4\). A change of bias that moves both levels equally leaves \(R\) unchanged, whereas \(D\) in general changes.

If a trap also exchanges electrons with the gate at a different Fermi level, the occupations still obey the inequality when the traps are independent, but this reading of \(R\) as a level difference fails.

For two independent traps with equal steps, \(D\) is the squared difference of the occupations and so cannot be negative, and in equilibrium with the channel the ratio \(R\) measures the difference between the trap levels. What remains is to see how interaction between the traps, finite records, unequal steps, amplifier noise and slow drift affect the test, and how the model compares with a real transistor.

Numerical values quoted here were computed with a short program.
